# Electron Filling and the Pairing of Oxygen Vacancies: A Two-Level Model

## 1. Definitions and conventions

In oxides such as MgO, removing a neutral oxygen atom leaves a vacancy with two electrons in a defect level. This is the neutral vacancy. In reducible oxides such as CeO₂ the electrons can settle on metal ions instead, a case the model below does not cover. With one electron in its level a vacancy has net charge \(+1\), and with none \(+2\), in units of the elementary charge.

Take two equal vacancies, \(i=1,2\), with one spatial defect orbital each. Both orbitals have energy \(\varepsilon\), and for now they are orthogonal. Let \(c_{i\sigma}^\dagger\) create an electron of spin \(\sigma\) in orbital \(i\), let \(n_{i\sigma}=c_{i\sigma}^\dagger c_{i\sigma}\), and let \(n_i=n_{i\uparrow}+n_{i\downarrow}\). The model is

\[
H=\varepsilon(n_1+n_2)-tK+U\sum_i n_{i\uparrow}n_{i\downarrow}+W(2-n_1)(2-n_2),
\]
\[
K=\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right).
\]

Here \(t>0\) is the coupling between the orbitals and \(U\) is the effective interaction of two electrons on one vacancy. \(W\ge0\) is the repulsion between two unit net charges at the pair distance. The factors \(2-n_i\) are the net charges, so \(W\) collects the electron–electron, electron–core and core–core terms together. At large separation \(t\) and \(W\) vanish, while \(U\) stays.

The number \(N=n_1+n_2\) runs from 0 to 4. The pairing energy is

\[
\Delta E_N=E_{\rm pair}(N)-E_{\rm sep}(N),
\]

where \(E_{\rm sep}(N)\) is the energy of the distant vacancies with the same \(N\) electrons shared in the cheapest way. Negative \(\Delta E_N\) means that pairing is favoured. One vacancy with 0, 1 or 2 electrons has energy \(0\), \(\varepsilon\) or \(2\varepsilon+U\), so for \(N=0,\dots,4\)

\[
E_{\rm sep}=0,\quad \varepsilon,\quad 2\varepsilon+\min(0,U),\quad 3\varepsilon+U,\quad 4\varepsilon+2U .
\]

The minimum at \(N=2\) compares one electron on each vacancy with both on one.

"Injection favours pairing" means that \(\Delta E_N\) falls as \(N\) rises. Rearranging the definition gives

\[
\Delta E_2-\Delta E_0=[E_{\rm pair}(2)-E_{\rm pair}(0)]-[E_{\rm sep}(2)-E_{\rm sep}(0)].
\]

The statement therefore compares the cost of adding two electrons to a pair with the cost of adding them to separated vacancies. Whether injection itself is cheap is a different question.

The numerical example uses round model parameters that describe no particular oxide: \(\varepsilon=-1.0\) eV on an arbitrary energy scale, \(t=0.5\) eV, \(U=1.0\) eV and \(W=0.2\) eV. The value of \(\varepsilon\) cancels from every \(\Delta E_N\). We assume that the conduction band lies high enough for all \(N\) electrons to stay in the defect orbitals; in a real oxide this must be checked, above all for \(N=3\) and 4.

## 2. The bonding contribution alone

Set \(U=W=0\). One electron then sees the matrix

\[
\begin{pmatrix}\varepsilon&-t\\-t&\varepsilon\end{pmatrix},\qquad
(\varepsilon-E)^2-t^2=0 .
\]

The roots are

\[
E_b=\varepsilon-t,\qquad E_a=\varepsilon+t .
\]

Acting on \((1,1)/\sqrt2\), the matrix gives \(\varepsilon-t\), so the in-phase combination is the bonding orbital. Acting on \((1,-1)/\sqrt2\), it gives \(\varepsilon+t\), the antibonding orbital. In the example the levels are \(-1.5\) eV and \(-0.5\) eV.

Each orbital holds two electrons of opposite spin. The ground state fills the bonding orbital first. With occupations \(n_b\) and \(n_a\), where \(n_b+n_a=N\),

\[
E_{\rm pair}(N)=n_b(\varepsilon-t)+n_a(\varepsilon+t)=N\varepsilon-t(n_b-n_a).
\]

For \(U=0\) the separated energy is \(N\varepsilon\), however the electrons are shared. Hence

\[
\Delta E_N=-t(n_b-n_a)=0,\,-t,\,-2t,\,-t,\,0
\quad\text{for }N=0,1,2,3,4 .
\]

Two electrons gain \(2t\). In the example \(\Delta E_2=-2\times0.5=-1.0\) eV, or \(-96.5\) kJ/mol. The third electron must enter the antibonding orbital and returns \(t\); the fourth returns the other \(t\). Injection thus favours pairing up to \(N=2\) and works against it from there to \(N=4\).

## 3. Why four electrons cancel the gain

The first reason is the trace. The coupling appears only off the diagonal, so it leaves the sum of the two levels unchanged:

\[
E_b+E_a=\varepsilon+\varepsilon=2\varepsilon .
\]

Four electrons occupy both levels twice, and their energy \(2(E_b+E_a)=4\varepsilon\) does not contain \(t\).

The second reason concerns the many-electron state. Define \(c_{b\sigma}=(c_{1\sigma}+c_{2\sigma})/\sqrt2\) and \(c_{a\sigma}=(c_{1\sigma}-c_{2\sigma})/\sqrt2\). Multiplying out,

\[
c_{b\sigma}^\dagger c_{b\sigma}-c_{a\sigma}^\dagger c_{a\sigma}
=c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma},
\]

because the terms \(n_{1\sigma}\) and \(n_{2\sigma}\) cancel and each cross term appears twice with weight \(1/2\). Summed over spin, \(K\) is the bonding occupation minus the antibonding one. Its expectation value is \(0,1,2,1,0\) for \(N=0,\dots,4\), and \(\Delta E_N=-t\langle K\rangle\).

In the full shell every term of \(K\) tries to move an electron into a spin orbital that is already occupied. The Pauli principle makes each result zero, so \(K|{\rm full}\rangle=0\). Four electrons in two orthogonal orbitals form the same state whether we describe it as two filled localized orbitals or as a filled bonding and a filled antibonding orbital. No bond is left that could lower the energy. This argument does not use \(U=0\), so it survives when the \(U\) and \(W\) terms of the model are added. Other Coulomb terms can still act in the full shell: an exchange integral \(J\) between the two orbitals, which the model omits, would give \(\Delta E_4=-2J\).

## 4. Unequal defect levels

Neighbouring vacancies may sit in different surroundings. Let their levels be \(\varepsilon-\delta\) and \(\varepsilon+\delta\), with \(\delta\ge0\), keeping \(U=W=0\). The secular equation is

\[
(\varepsilon-\delta-E)(\varepsilon+\delta-E)-t^2=(\varepsilon-E)^2-\delta^2-t^2=0,
\]

with roots \(E=\varepsilon\mp\sqrt{\delta^2+t^2}\). Two separated electrons both choose the lower site, since no repulsion forbids it, and have energy \(2(\varepsilon-\delta)\). Therefore

\[
\Delta E_2=2\left(\varepsilon-\sqrt{\delta^2+t^2}\right)-2(\varepsilon-\delta)
=-2\left(\sqrt{\delta^2+t^2}-\delta\right).
\]

For \(\delta=0\) this is \(-2t\). For \(\delta\gg t\), the expansion \(\sqrt{\delta^2+t^2}\simeq\delta+t^2/(2\delta)\) gives \(\Delta E_2\simeq-t^2/\delta\). Without interactions the mismatch weakens the bond, because the electrons already had a low level available before pairing. With \(U>0\) the opposite can happen. As long as \(2\delta<U\), two separated electrons stay on different sites and gain nothing from the mismatch, while in the pair it brings double occupation of the lower site closer in energy and so strengthens the bond.

With \(\delta=0.3\) eV, the root is \(\sqrt{0.09+0.25}=0.583\) eV and \(\Delta E_2=-2(0.583-0.3)=-0.566\) eV. The four-electron energy is still twice the trace, \(4\varepsilon\), both before and after pairing. Hence \(\Delta E_4=0\) does not require equal levels.

## 5. Electrons supplied by a reservoir

In a device, an electrode may fix the Fermi level \(\mu\) instead of the electron number. At zero temperature the quantity to minimize is then \(E(N)-\mu N\), separately for the pair and for the distant vacancies. Call the difference of the two minima \(\Delta\Omega\), and return to equal levels with \(U=W=0\).

A spatial orbital at energy \(e\) contributes \(2\min(0,e-\mu)\): it is filled twice if it lies below \(\mu\) and is empty otherwise. With \(x=\mu-\varepsilon\),

\[
\Delta\Omega=2\min(0,-t-x)+2\min(0,t-x)-4\min(0,-x).
\]

There are four ranges:

- For \(x\le-t\), all terms vanish and \(\Delta\Omega=0\).
- For \(-t<x\le0\), only the bonding orbital is filled, and \(\Delta\Omega=-2(t+x)\).
- For \(0<x<t\), the pair holds two electrons but the separated vacancies hold four. Then \(\Delta\Omega=-2(t+x)+4x=-2(t-x)\).
- For \(x\ge t\), everything is filled, and \(\Delta\Omega=-2(t+x)+2(t-x)+4x=0\).

Together,

\[
\Delta\Omega=-2\max\left(0,\;t-|\mu-\varepsilon|\right).
\]

In this non-interacting model pairing is favoured while the Fermi level lies between the bonding and antibonding levels, where the pair holds two electrons. At \(\mu=\varepsilon\) the gain is \(1.0\) eV in the example. At \(\mu-\varepsilon=\pm0.25\) eV it is \(2(0.5-0.25)=0.5\) eV, and at \(\pm0.7\) eV it is zero.

On the lower half of the window the separated vacancies are empty, and pairing draws two electrons from the reservoir. On the upper half they are full, and pairing releases two electrons into it. Raising the Fermi level without limit therefore does not keep strengthening the pair. This last rule survives interactions, but the window and the electron counts do not: with the \(U\) and \(W\) of the example, pairing is favoured from \(\mu-\varepsilon\approx-0.24\) eV to \(1.5\) eV, the largest gain is \(0.5\) eV, and over much of this range the pair and the separated vacancies both hold two electrons.

## 6. Charge repulsion alone

Now switch off the bond, \(t=0\), and restore \(U\) and \(W\), with \(U>W\ge0\). The lowest arrangements have net charges \((2,2)\), \((2,1)\), \((1,1)\), \((1,0)\) and \((0,0)\) for \(N=0,\dots,4\). Multiplying the charges gives

\[
\Delta E_N^{(t=0)}=4W,\;2W,\;W,\;0,\;0 .
\]

The on-site term drops out because the separated vacancies have the same number of doubly occupied sites. The condition \(U>W\) ensures that at \(N=2\) the arrangement \((1,1)\), which costs \(W\), lies below \((0,2)\), which costs \(U\).

Injection of two electrons lowers this energy by \(3W\), from \(0.8\) eV to \(0.2\) eV in the example. Here injection makes pairing less unfavourable although no bond exists. A fall of the pairing energy on injection is thus not by itself evidence of a filled bonding orbital. What distinguishes the mechanisms is the further course: the charge part continues to fall or stays level up to \(N=4\), whereas the bonding part has vanished again at \(N=4\).

## 7. Bonding and repulsion together

**One and three electrons.** For \(N=1\) the two positions of the electron both have energy \(\varepsilon+2W\) and are coupled by \(-t\). The lower root is \(\varepsilon+2W-t\), so \(\Delta E_1=2W-t\).

For \(N=3\) one spin species fills both orbitals and cannot hop, while the single electron of the other spin can. Both of its positions have energy \(3\varepsilon+U\), because one vacancy is neutral and the \(W\) term vanishes. The coupling has magnitude \(t\), so the lower root is \(3\varepsilon+U-t\), and \(\Delta E_3=-t\).

**Two electrons.** Opposite spins allow the normalized singlet states

\[
|C\rangle=\tfrac1{\sqrt2}\left(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger\right)|0\rangle,
\]
\[
|I\rangle=\tfrac1{\sqrt2}\left(c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger\right)|0\rangle .
\]

In \(|C\rangle\) each vacancy has one electron; in \(|I\rangle\) both electrons are on the same vacancy. When \(K\) acts on either term of \(|C\rangle\), one hop puts both electrons on vacancy 1 and the other puts both on vacancy 2. The two terms add, so \(K|C\rangle=2|I\rangle\). Measured from \(2\varepsilon\), the matrix in the basis \((|C\rangle,|I\rangle)\) is

\[
\begin{pmatrix}W&-2t\\-2t&U\end{pmatrix}.
\]

Its lower eigenvalue is

\[
\frac{U+W}{2}-\sqrt{\left(\frac{U-W}{2}\right)^2+4t^2}.
\]

The remaining two-electron states are the three triplets at \(W\) and the odd combination of doubly occupied sites at \(U\), none of which is coupled by \(K\). The lower eigenvalue of a matrix with nonzero coupling lies below both diagonal elements, so it is the ground state. Subtracting the reference,

\[
\Delta E_2=\frac{U+W}{2}-\sqrt{\left(\frac{U-W}{2}\right)^2+4t^2}-\min(0,U).
\]

For \(U=W=0\) this returns \(-2t\). For \(U-W\gg t\), expanding the root gives \(\Delta E_2\simeq W-4t^2/(U-W)\). Strong on-site repulsion keeps the electrons apart, and the bond shrinks from first to second order in \(t\).

**Four electrons.** Both vacancies are neutral and \(K\) gives zero, so \(E_{\rm pair}=4\varepsilon+2U\) and \(\Delta E_4=0\).

**When do two electrons bind?** Let \(U>0\). The condition \(\Delta E_2<0\) reads

\[
\frac{U+W}{2}<\sqrt{\left(\frac{U-W}{2}\right)^2+4t^2}.
\]

Both sides are positive, so squaring preserves the inequality. Since \((U+W)^2-(U-W)^2=4UW\), the result is

\[
UW<4t^2 .
\]

In the example \(UW=0.2\) eV² and \(4t^2=1.0\) eV², so the pair binds: \(\Delta E_2=0.6-\sqrt{0.16+1.0}=-0.477\) eV. With \(t=0.2\) eV instead, \(4t^2=0.16\) eV² is too small, and \(\Delta E_2=+0.034\) eV. Injection has still lowered the pairing energy from \(0.8\) eV, but the pair remains unbound.

**Negative effective \(U\).** Lattice relaxation that differs between the charge states can lower the effective \(U\) and, if it is strong enough, make it negative. The separated reference is then one neutral and one doubly positive vacancy. Subtracting \(U\) gives

\[
\Delta E_2=\frac{W-U}{2}-\sqrt{\left(\frac{W-U}{2}\right)^2+4t^2}<0 ,
\]

since the root exceeds \((W-U)/2\) whenever \(t\ne0\). For \(U=-0.4\) eV and the original \(t\) and \(W\), \(\Delta E_2=0.3-\sqrt{0.09+1.0}=-0.744\) eV. Within this static model two electrons bind for any negative \(U\).

## 8. Weighing the contributions

Define the coupling part as the full pairing energy minus its value at \(t=0\). For the main example, in eV:

| \(N\) | Charge part | Coupling part | \(\Delta E_N\) |
|---|---:|---:|---:|
| 0 | 0.800 | 0.000 | 0.800 |
| 1 | 0.400 | −0.500 | −0.100 |
| 2 | 0.200 | −0.677 | −0.477 |
| 3 | 0.000 | −0.500 | −0.500 |
| 4 | 0.000 | 0.000 | 0.000 |

From \(N=0\) to 2 the pairing energy falls by \(1.277\) eV. Relief of charge repulsion supplies \(0.600\) eV and the coupling \(0.677\) eV, so the two effects are of similar size in this split. The shares depend on the order in which the terms are switched on: starting from the coupling with \(U=W=0\) would assign \(1.000\) eV to the coupling and \(0.277\) eV to the interactions. From \(N=2\) to 4 the coupling gain of \(0.677\) eV is lost, while the charge part improves by \(0.200\) eV. The net rise is \(0.477\) eV.

The energy difference \(U-W\) between two electrons on one vacancy and one on each has reduced the two-electron coupling part from \(1.0\) eV to \(0.677\) eV in magnitude. The three-electron part keeps its full value \(t\), because the single mobile hole never changes the number of doubly occupied vacancies. The coupling part is still larger at \(N=2\) than at \(N=3\), by \(0.177\) eV, but the charge repulsion of \(0.200\) eV that remains at \(N=2\) outweighs this advantage. The strongest binding therefore moves to \(N=3\), by a small margin of \(0.023\) eV.

The condition for this shift follows from \(\Delta E_2>\Delta E_3\) with \(U>0\):

\[
\sqrt{\left(\frac{U-W}{2}\right)^2+4t^2}<t+\frac{U+W}{2}.
\]

Squaring and cancelling common terms leaves

\[
3t^2<t(U+W)+UW .
\]

In the example this is \(0.75<0.6+0.2=0.8\) eV², which holds narrowly. For \(U>0\), a maximum gain at two electrons therefore requires interactions that are not too large compared with \(t\). At \(W=0\) the limit is \(U=3t\). The return to zero at four electrons holds for any \(U\) and \(W\) in the orthogonal model.

## 9. What orthogonality leaves out

Let the defect orbitals overlap by \(S\), with \(0<S<1\), and set \(U=W=0\) again. Keep the diagonal elements at \(\varepsilon\) and call the off-diagonal Hamiltonian element \(h\). The in-phase and out-of-phase combinations have norms proportional to \(1+S\) and \(1-S\), so

\[
E_b=\frac{\varepsilon+h}{1+S},\qquad E_a=\frac{\varepsilon-h}{1-S}.
\]

Write \(h=\varepsilon S-\tau\). A shift of the energy zero by \(a\) changes \(\varepsilon\) by \(a\) and \(h\) by \(aS\), so \(\tau\) does not depend on the zero. Substitution gives

\[
E_b=\varepsilon-\frac{\tau}{1+S},\qquad
E_a=\varepsilon+\frac{\tau}{1-S}.
\]

The in-phase orbital is bonding if \(\tau>0\), and \(\tau\) becomes \(t\) at \(S=0\). The antibonding level rises more than the bonding level falls. For two and four electrons,

\[
\Delta E_2=-\frac{2\tau}{1+S},
\]
\[
\Delta E_4=2\tau\left(\frac1{1-S}-\frac1{1+S}\right)=\frac{4S\tau}{1-S^2}>0 .
\]

Four electrons now repel. At fixed \(\tau\) the repulsion is of first order in \(S\); if \(\tau\) is itself proportional to \(S\), it is of second order. With \(\tau=0.5\) eV and \(S=0.05\), the energies are \(-0.952\) eV and \(+0.100\) eV. With \(S=0.2\) they are \(-0.833\) eV and \(+0.417\) eV. In these two examples the overlap reduces the two-electron gain by about 5% and 17%, but it turns the four-electron cancellation into a repulsion.

The mean of the two levels has moved up by \(S\tau/(1-S^2)\). If, in addition, both diagonal energies shift by \(s\) when the vacancies approach, while \(\tau\) keeps its value, \(\Delta E_N\) acquires the term \(Ns\). The exact zero at \(N=4\) thus requires that the mean of the bonding and antibonding levels stays unchanged. Orthogonal orbitals with unchanged diagonal energies guarantee this; otherwise the overlap term and the shift \(s\) would have to cancel by accident.

## 10. Range of the explanation

The model describes electronic energies at fixed positions. It omits lattice relaxation beyond a static effective \(U\), further defect orbitals and the migration barriers that control how fast vacancies meet. Of the Coulomb integrals between the two orbitals it keeps only \(U\) and \(W\). The exchange integral and the bond-charge integral \(X=(11|12)\) are dropped; the latter makes the coupling depend on the filling and would change \(\Delta E_3\) from \(-t\) to \(-(t-2X)\). It also omits configurational entropy, which favours separated vacancies in a dilute system, so a negative \(\Delta E_N\) alone does not fix the equilibrium fraction of pairs. For a given oxide, the parameters and the neglected terms must come from a calculation of that material. The output below lists the energies for the numerical examples.

## Numbers as computed

```
Level eps = -1.000 eV, coupling t = 0.500 eV
On-site U = 1.000 eV, charge repulsion W = 0.200 eV
Bonding level -1.500 eV, antibonding -0.500 eV
No Coulomb terms:
 N=0: bonding occ. 0.0, antibonding occ. 0.0, <K> 0.0, pairing 0.000 eV
 N=1: bonding occ. 1.0, antibonding occ. 0.0, <K> 1.0, pairing -0.500 eV
 N=2: bonding occ. 2.0, antibonding occ. 0.0, <K> 2.0, pairing -1.000 eV
 N=3: bonding occ. 2.0, antibonding occ. 1.0, <K> 1.0, pairing -0.500 eV
 N=4: bonding occ. 2.0, antibonding occ. 2.0, <K> 0.0, pairing 0.000 eV
Norm of K acting on the full shell: 0.000
Two-electron pairing energy: -96.5 kJ/mol
Levels eps -/+ 0.300 eV: pairing N=2 -0.566 eV, N=4 0.000 eV
Fermi level mu fixed by a reservoir, no Coulomb terms:
 mu-eps = -0.70 eV: N in pair 0, grand pairing energy 0.000 eV
 mu-eps = -0.25 eV: N in pair 2, grand pairing energy -0.500 eV
 mu-eps = 0.00 eV: N in pair 2, grand pairing energy -1.000 eV
 mu-eps = 0.25 eV: N in pair 2, grand pairing energy -0.500 eV
 mu-eps = 0.70 eV: N in pair 4, grand pairing energy 0.000 eV
With Coulomb terms (second value: same charges, t = 0):
 N=0: pairing 0.800 eV, without coupling 0.800 eV
 N=1: pairing -0.100 eV, without coupling 0.400 eV
 N=2: pairing -0.477 eV, without coupling 0.200 eV
 N=3: pairing -0.500 eV, without coupling 0.000 eV
 N=4: pairing 0.000 eV, without coupling 0.000 eV
Change of pairing energy, N=0 to 2: -1.277 eV
 of which present already at t = 0: -0.600 eV
Change of pairing energy, N=2 to 4: 0.477 eV
Binding condition: U*W = 0.200 eV^2, 4t^2 = 1.000 eV^2
Weak coupling t = 0.200 eV: 4t^2 = 0.160 eV^2, pairing N=2 0.034 eV
Negative U = -0.400 eV, t = 0.500 eV: pairing N=2 -0.744 eV
Overlap S, with tau = 0.500 eV and no Coulomb terms:
 S=0.00: pairing N=2 -1.000 eV, N=4 0.000 eV
 S=0.05: pairing N=2 -0.952 eV, N=4 0.100 eV
 S=0.20: pairing N=2 -0.833 eV, N=4 0.417 eV
```
